\section*{Tang-Toennies damping functions without cancellation at small argument}

\section{An energy that is wrong by hundreds of hartree}

Take a model pair with dispersion coefficients $C_6=100$, $C_8=3000$, $C_{10}=100000$ (in $E_h a_0^n$) and damping parameter $b=2\,a_0^{-1}$. These are round numbers and stand for no particular material. At the separation $R=0.05\,a_0$ the damped dispersion energy is $-0.544\,E_h$. The defining formula given below, evaluated in ordinary double precision with its sum accumulated from the lowest power upwards, returns $-341\,E_h$. The wrong value depends on the order of the operations: Horner's rule for the same sum gives $-0.312\,E_h$, and a recursion that starts from the exponential as its first term gives $-228\,E_h$.

The energy in question is
\begin{equation}
E(R)=-\sum_{n=6,8,10} C_n\,\frac{f_n(bR)}{R^n},\qquad
f_n(x)=1-e^{-x}\sum_{k=0}^{n}\frac{x^k}{k!},
\label{eq:def}
\end{equation}
with the Tang-Toennies function $f_n$ and $x=bR>0$. The function tends to 1 at large $x$, where the undamped series is recovered, and it removes the divergence of $R^{-n}$ at small $R$. Separations as short as $0.05\,a_0$ are not bonding distances, but a scan, a Monte Carlo trial move or a poor starting geometry can reach them.

\section{The \texorpdfstring{$C_{10}$}{C10} term by hand}

At $R=0.05\,a_0$ we have $x=0.1$. Since $1=e^{-x}e^{x}=e^{-x}\sum_{k\ge0}x^k/k!$, subtracting the terms $k\le n$ leaves the complementary series
\begin{equation}
f_n(x)=e^{-x}\sum_{k=n+1}^{\infty}\frac{x^k}{k!}.
\label{eq:series}
\end{equation}
For $n=10$ its first term contains $x^{11}/11!=10^{-11}\times2.505\times10^{-8}=2.505\times10^{-19}$. Taking this factor out gives
\begin{equation}
f_{10}(0.1)=2.505\times10^{-19}\,e^{-0.1}
\left(1+\frac{0.1}{12}+\frac{0.1^2}{12\cdot13}+\dots\right).
\end{equation}
The bracket is $1+0.008333+0.000064+\dots=1.008398$, and $e^{-0.1}=0.904837$, so $f_{10}(0.1)=2.286\times10^{-19}$.

Now look at the definition. It asks for $1-p$ with $p=1-2.286\times10^{-19}$. Double-precision numbers just below 1 are spaced by $u=2^{-53}=1.11\times10^{-16}$, almost 500 times the wanted result. The computed $p$ can therefore be $1$, or $1-u$, or another neighbour on this grid, and the difference $1-p$ is a small integer times $u$, possibly zero or negative. The final subtraction introduces no error here. It exposes the rounding errors already present in $p$.

In the energy, each unit $u$ is multiplied by
\begin{equation}
\frac{u\,C_{10}}{R^{10}}=113.69\,E_h .
\end{equation}
Three such units make $341.1\,E_h$, which accounts for the wrong energy up to $0.3\,E_h$. That remainder is about what the $C_6$ and $C_8$ terms contribute.

The series gives the correct value with little work. It is convenient to compute the ratio that enters the energy,
\begin{equation}
g_n(x)=\frac{f_n(x)}{x^n},\qquad
\frac{f_n(bR)}{R^n}=b^n g_n(bR),
\end{equation}
where the second relation follows from $R^{-n}=b^n x^{-n}$. Here $g_{10}(0.1)=2.286\times10^{-19}/10^{-10}=2.286\times10^{-9}$. The lower orders need no new series. Definition \eqref{eq:def} with one term fewer in the sum reads
\begin{equation}
f_{n-1}=f_n+e^{-x}\frac{x^n}{n!}
\quad\Longrightarrow\quad
g_{n-1}=x\left(g_n+\frac{e^{-x}}{n!}\right),
\label{eq:down}
\end{equation}
after division by $x^{n-1}$. Starting from $g_{10}$,
\begin{align}
g_9&=0.1\,(0.02286+2.49349)\times10^{-7}=2.5163\times10^{-8},\\
g_8&=0.1\,(0.02516+2.49349)\times10^{-6}=2.5187\times10^{-7},\\
g_7&=0.1\,(0.02519+2.24414)\times10^{-5}=2.2693\times10^{-6},\\
g_6&=0.1\,(0.02269+1.79531)\times10^{-4}=1.8180\times10^{-5}.
\end{align}
The energy in hartree is then
\begin{align}
E&=-\left(C_6b^6g_6+C_8b^8g_8+C_{10}b^{10}g_{10}\right)\nonumber\\
&=-(0.1164+0.1934+0.2341)=-0.5439 ,
\end{align}
in agreement with the double-precision series result $-0.54386\,E_h$.

The direction of \eqref{eq:down} matters. Run upwards, its first line would give $g_{10}$ as the difference $(2.5163-2.4935)\times10^{-7}$, which is about a hundred times smaller than either number. One step up at $x=0.1$ thus costs two digits. Downwards, positive numbers are added and nothing cancels.

\section{The function as an incomplete gamma function}

Differentiating the definition gives
\begin{equation}
f_n'(x)=e^{-x}\sum_{k=0}^{n}\frac{x^k}{k!}-e^{-x}\sum_{k=1}^{n}\frac{x^{k-1}}{(k-1)!}
=e^{-x}\frac{x^n}{n!},
\end{equation}
because the second sum equals the first without its last term. With $f_n(0)=0$, integration yields
\begin{equation}
f_n(x)=\frac{1}{n!}\int_0^x s^n e^{-s}\,ds=P(n+1,x),
\label{eq:gamma}
\end{equation}
the regularized lower incomplete gamma function, since $\Gamma(n+1)=n!$. It follows that $f_n$ increases steadily from 0 to 1. A good routine for $P$ is therefore a ready replacement for the naive formula.

For small $x$, the first two terms of \eqref{eq:series} and $e^{-x}=1-x+\dots$ give
\begin{align}
f_n(x)&=\frac{x^{n+1}}{(n+1)!}\,(1-x+\dots)\left(1+\frac{x}{n+2}+\dots\right)\nonumber\\
&=\frac{x^{n+1}}{(n+1)!}\left[1-\frac{n+1}{n+2}\,x+O(x^2)\right].
\label{eq:small}
\end{align}

\section{How many digits the naive formula loses}

Assume rounding to nearest without underflow, so that each arithmetic operation has a relative error of at most $u$, and allow $2u$ for the exponential. Errors are kept to first order in $u$. Let the terms $T_k=x^k/k!$ be built by $T_k=T_{k-1}\,x/k$. Four sources contribute to the absolute error $\delta$ of the computed $f_n$.

\begin{enumerate}
\item Each step of the recursion has two roundings, so $T_k$ has a relative error of at most $2ku$. After multiplication by $e^{-x}$ these errors add up to at most
\begin{equation}
2u\,e^{-x}\sum_{k=1}^{n}k\,\frac{x^k}{k!}
=2ux\,e^{-x}\sum_{k=0}^{n-1}\frac{x^k}{k!}\le 2xu .
\end{equation}
\item The $n$ additions change the sum by a relative amount of at most $nu$. Since $e^{-x}\sum_{k\le n}T_k=1-f_n\le1$, this contributes at most $nu$.
\item The exponential and its product with the sum contribute at most $2u+u$.
\item The final subtraction contributes at most $uf_n\le u$.
\end{enumerate}
Together,
\begin{equation}
|\delta|\le(2x+n+4)\,u .
\label{eq:bound}
\end{equation}
The bound does not shrink with $f_n$, and this is the origin of the trouble. Define the number of digits lost as $D=\log_{10}(\text{relative error}/u)$. With $|\delta|=c\,u$,
\begin{equation}
D=\log_{10}\frac{|\delta|}{u f_n}=-\log_{10}f_n(x)+\log_{10}c .
\label{eq:loss}
\end{equation}
The first term is the prediction. The second depends on how the individual roundings fall. Inequality \eqref{eq:bound} limits $c$ from above, but its typical size has to be measured. Over 200 arguments within one percent of each chosen $x$, the root-mean-square values of $c$ lie between 1.07 and 1.71 in double precision, so that $\log_{10}c$ adds at most about a quarter of a digit. The losses, predicted and measured, are:

\begin{center}
\begin{tabular}{cccc}
$x$ & $n=6$ & $n=8$ & $n=10$\\
0.1 & 10.74 / 10.90 & 14.60 / 14.83 & 18.64 / 18.88\\
0.3 & 7.48 / 7.56 & 10.38 / 10.47 & 13.47 / 13.61\\
1 & 4.08 / 4.14 & 5.95 / 6.06 & 8.00 / 8.11\\
3 & 1.47 / 1.51 & 2.42 / 2.55 & 3.53 / 3.71
\end{tabular}
\end{center}

Double precision offers $-\log_{10}u=15.95$ digits. A loss of 18.88 digits means that the error exceeds the true value by a factor of $10^{18.88-15.95}$, or nearly a thousand. The hand example is of this kind: near $R=0.05\,a_0$, more than half of the naive values of $f_{10}$ (57 percent in a sample of 200 arguments) are zero or negative, although the function is positive.

The law \eqref{eq:loss} is statistical, and a single argument may fare better or worse. It also ends at extremely small $x$. For $x$ well below $u$, both $e^{-x}$ and the sum round to 1 and the naive formula returns zero. The relative error is then 1, and $D$ stays at 15.95 however small $f_n$ becomes.

\subsection*{Where nothing is left}

The error is comparable with the function itself when $f_n(x)=u$. Define $x_0$ by $x_0^{n+1}=(n+1)!\,u$. Equation \eqref{eq:small} turns the condition into
\begin{equation}
x^{n+1}\left[1-\frac{n+1}{n+2}\,x\right]\approx x_0^{n+1}.
\end{equation}
The $(n+1)$-th root of the bracket is $1-x/(n+2)$ to first order, so $x[1-x/(n+2)]\approx x_0$, and
\begin{equation}
x\approx x_0\left(1+\frac{x_0}{n+2}\right),\qquad x_0=\left[(n+1)!\,u\right]^{1/(n+1)} .
\end{equation}
For $n=10$, $x_0=0.1740$ and the corrected value is $0.1740\,(1+0.1740/12)=0.1765$. The numerical root is $0.1766$. For $n=8$ and $n=6$ the roots are $0.0705$ and $0.0178$. The highest order fails first as $R$ decreases. With $b=2\,a_0^{-1}$ its limit lies at $R=0.088\,a_0$.

In single precision, $u=2^{-24}=5.96\times10^{-8}$ and 7.22 digits are available. For $n=10$ the measured loss is 8.22 digits at $x=1$, 5.19 at $x=2$ and 2.01 at $x=5$. For the model pair these arguments mean $R=0.5$, $1$ and $2.5\,a_0$. Nothing remains at the first, and about two digits at the second.

\section{The general algorithm}

\subsection*{Below the switching point}

For $x<n+1$, factor the first term out of \eqref{eq:series} and divide by $x^n$:
\begin{equation}
g_n(x)=\frac{x\,e^{-x}}{(n+1)!}\sum_{j=0}^{\infty}t_j,\qquad
t_0=1,\quad t_j=t_{j-1}\,\frac{x}{n+1+j}.
\label{eq:alg}
\end{equation}
Suppose the sum is stopped after $t_J$. Every later term follows from its predecessor by a factor of at most $r=x/(n+2+J)<1$, so the neglected remainder obeys
\begin{equation}
\sum_{j>J}t_j\le t_J\sum_{i=1}^{\infty}r^i=t_J\,\frac{r}{1-r}
=\frac{t_J\,x}{n+2+J-x}.
\end{equation}
Stop as soon as this is no larger than $u$ times the accumulated sum. The truncation error is then at most $u$, relative to $g_n$.

Because all terms are positive, the relative error of the sum cannot exceed the largest relative error of a term plus that of the additions. The terms contribute at most $2Ju$ and the additions $Ju$. The exponential contributes $2u$, the two products and the division by the factorial $3u$, and the truncation $u$. The total is $(3J+6)u$, provided that $(n+1)!$ is represented without error, as it is for all orders considered here. No division by a small $f_n$ appears.

At $x=0.1$ the rule stops at $J=7$ for all three orders, and at $x=1$ at $J=12$ or 13. Just below $x=n+1$ it needs $J=31$, 34 and 37 for $n=6$, 8 and 10.

\subsection*{Above the switching point}

The series becomes longer as $x$ grows, while the cancellation fades. The point $x=n+1$ is a safe place to change over, because $f_n(n+1)>\tfrac12$. To show this, set $m=n+1$ and $a_k=m^k/k!$. By \eqref{eq:series}, $f_n(m)$ is $e^{-m}$ times the sum of $a_k$ over $k\ge m$, and $1-f_n(m)$ is $e^{-m}$ times the sum over $k\le m-1$. Pair $a_{m+i}$ with $a_{m-1-i}$ for $i=0,\dots,m-1$:
\begin{equation}
\frac{a_{m+i}}{a_{m-1-i}}
=\frac{m^{2i+1}}{(m-i)\cdots m\cdots(m+i)}
=\frac{m^{2i}}{\prod_{j=1}^{i}(m^2-j^2)}\ge1 .
\end{equation}
The pairs use up all terms of the lower sum, whereas the upper sum still has the positive terms $k\ge2m$ left. Hence the upper sum is larger and $f_n(m)>\tfrac12$. The values for $n=6$, 8 and 10 are 0.550, 0.544 and 0.540.

Since $f_n$ increases, division by it at $x\ge n+1$ magnifies an absolute error by less than 2, or $0.30$ digits. The growth of \eqref{eq:bound} with $x$ does no harm either. In the first error source one may use $k\le n$ instead, which gives $2nu(1-f_n)$. The first three sources then add up to $(3n+3)u(1-f_n)$, and $(1-f_n)/f_n<1$. With $u$ for the subtraction, the relative error of $f_n$ is at most $(3n+4)u$. Forming $g_n=f_n/x^n$ adds $3u$ if the power is accurate to $2u$.

\subsection*{The complete procedure}

\begin{enumerate}
\item Compute $x=bR$ and let $N$ be the highest order needed.
\item If $x<N+1$, obtain $g_N$ from \eqref{eq:alg} and the lower orders from \eqref{eq:down}.
\item If $x\ge N+1$, use the definition for every order. The condition $x\ge n+1$ then holds for each $n\le N$.
\item Sum $E=-\sum_n C_n b^n g_n$.
\end{enumerate}

The separate evaluation of each order by series or definition was tested for $n=1$, 6, 8, 10 and 16 at arguments between $10^{-6}$ and about 40, against the definition evaluated with enough extra digits to survive the cancellation. The largest relative error found on these logarithmically spread arguments was $6.9\times10^{-16}$, or $6.3\,u$. In the range below the switching point where the series is longest, errors of about $12\,u$ occur, still well inside the bound $(3J+6)u$. The recurrence from order 10 down to 6, tested up to $x=10$, showed a largest relative error of $2.54\times10^{-16}$.

A standard double-precision routine for $P(n+1,x)$ reached $4.6\times10^{-14}$ on the first set of arguments. This is less accurate than the series but leaves about 13 digits. The error grows at smaller arguments and reaches about $1.3\times10^{-13}$ for $n=10$ between $x=10^{-27}$ and $10^{-6}$. Its weak point is the range of representable numbers. At $x=10^{-30}$, $f_{10}$ is near $10^{-338}$, below the smallest positive double, and the routine returns zero. The ratio $g_{10}=2.505\times10^{-38}$ is an ordinary number, and \eqref{eq:alg} delivers it because it never forms $f_{10}$.

\section{What the energy does at short range}

The absolute error of a naive $f_n$ is of order $u$, so the naive energy carries noise of order $uC_n/R^n$. This scale does not contain $b$. Near $R=0.05\,a_0$ the root-mean-square error in a sample of 200 distances is $183\,E_h$, which is 1.6 times $uC_{10}/R^{10}$. This factor belongs to the sum accumulated from $k=0$ upwards; with Horner's rule it is about 0.7. The naive values in the table refer to the ascending sum and change with the order of the operations. The two routes compare as follows:

\begin{center}
\begin{tabular}{ccc}
$R/a_0$ & stable $E/E_h$ & naive $E/E_h$\\
0.05 & $-0.5439$ & $-341.4$\\
0.1 & $-0.9940$ & $-1.1220$\\
0.2 & $-1.66080$ & $-1.66087$\\
0.5 & $-2.4257902276$ & $-2.4257902183$
\end{tabular}
\end{center}

At $0.5\,a_0$ the difference is $9\times10^{-9}\,E_h$, and the estimate $uC_{10}/R^{10}$ gives $1.1\times10^{-8}\,E_h$. At $1\,a_0$ and $5\,a_0$ the two results agree in all eleven printed digits. The naive formula thus fails gradually, and at $0.1\,a_0$ its value is still plausible enough to pass unnoticed.

The true energy vanishes at the origin. From \eqref{eq:small}, $g_n\to x/(n+1)!$, and therefore
\begin{equation}
E(R)\to-R\sum_n\frac{C_n b^{n+1}}{(n+1)!}
=-(2.540+4.233+5.131)\,E_h\,\frac{R}{a_0}=-11.90\,E_h\,\frac{R}{a_0}.
\end{equation}
The stable routine gives the same slope at $R=10^{-6}\,a_0$. As $E$ falls when $R$ grows from zero, the damped dispersion term by itself pushes the atoms apart there. It is one part of an interaction model, and at such distances a usable potential must take its shape from its repulsive terms.

Forces need the derivative of $g_n$. With $f_n'=e^{-x}x^n/n!$,
\begin{equation}
g_n'(x)=\frac{f_n'}{x^n}-\frac{n f_n}{x^{n+1}}=\frac{e^{-x}}{n!}-\frac{n}{x}\,g_n(x).
\end{equation}
For $x\to0$ this tends to $1/n!-n/(n+1)!=1/(n+1)!$, which is smaller than the first term by the factor $n+1$. With an accurate $g_n$ the subtraction therefore costs about one digit for $n=10$, however small $x$ is. Near the maximum of $g_n$, where $g_n'$ passes through zero, its relative accuracy is lost, but the absolute error remains small on the scale of $e^{-x}/n!$. The numerical output below lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
unit roundoff double 1.110e-16, single 5.960e-08 (no unit)
max rel. error, stable routine: 6.94e-16 = 6.3 u
max rel. error, library incomplete gamma: 4.62e-14
max rel. error, downward recurrence 10->6: 2.54e-16
x=1e-30, n=10: f_n/x^n = 2.505211e-38, library f_n = 0.0
Digits lost, double: predicted / measured rms; rms abs. error in u
  x=0.01 n=6: 17.71/17.89 (1.52 u); n=8: 23.56/23.75 (1.54 u); n=10: 29.61/29.76 (1.43 u)
  x=0.1  n=6: 10.74/10.90 (1.43 u); n=8: 14.60/14.83 (1.68 u); n=10: 18.64/18.88 (1.71 u)
  x=0.3  n=6: 7.48/7.56 (1.22 u); n=8: 10.38/10.47 (1.23 u); n=10: 13.47/13.61 (1.37 u)
  x=1    n=6: 4.08/4.14 (1.16 u); n=8: 5.95/6.06 (1.30 u); n=10: 8.00/8.11 (1.31 u)
  x=3    n=6: 1.47/1.51 (1.07 u); n=8: 2.42/2.55 (1.35 u); n=10: 3.53/3.71 (1.50 u)
Digits lost, single precision, n=10: predicted / measured
  x=1: 8.00/8.22 (1.69 u), available 7.22
  x=2: 5.08/5.19 (1.28 u), available 7.22
  x=5: 1.86/2.01 (1.39 u), available 7.22
Digits available in double: 15.95
Argument of total loss f_n(x)=u in double: root, x0, corrected x0
  n=6: 0.017810, 0.017770, 0.017810
  n=8: 0.070482, 0.069987, 0.070477
  n=10: 0.176597, 0.174019, 0.176543
Last series index J at x=0.1, x=1, x just below n+1; f_n(n+1)
  n=6: 7, 13, 31; 0.5503
  n=8: 7, 13, 34; 0.5443
  n=10: 7, 12, 37; 0.5401
Model: b=2 1/a0; C6, C8, C10 = 100, 3000, 100000 Eh a0^n
R (a0): E stable (Eh), E naive (Eh)
  0.05 : -5.4385541752e-01, -3.4139003020e+02
  0.1  : -9.9403389818e-01, -1.1220097407e+00
  0.2  : -1.6608037768e+00, -1.6608732268e+00
  0.5  : -2.4257902276e+00, -2.4257902183e+00
  1    : -1.9965449743e+00, -1.9965449743e+00
  5    : -1.4960712732e-02, -1.4960712732e-02
Near R=0.05 a0: rms naive error 183.36 Eh, u C10/R^10 = 113.69 Eh
  share of naive f_10 values that are zero or negative: 0.57
E/R for R->0: formula -11.903159 Eh/a0, at R=1e-6 a0 -11.903137 Eh/a0
\end{verbatim}
